# PAW overlaps between ground-state and core-hole orbitals for X-ray absorption amplitudes, part 2

An X-ray photon removes a 1s electron. Orbitals $\psi$ belong to the ground-state potential, $\psi'$ to the core-hole potential; primes mark core-hole quantities. Hartree atomic units are used, with dipole elements in bohr.

In the projector augmented-wave (PAW) method, $T$ maps a pseudo orbital $\tilde\psi$ to $T\tilde\psi=\tilde\psi+\sum_p\Delta\phi_pP_p$ (one atom). Here $\Delta\phi_p=\phi_p-\tilde\phi_p$ is all-electron minus pseudo partial wave, $P_p=\langle\tilde p_p|\tilde\psi\rangle$ with projectors $\tilde p_p$, and $(f,g)$ is the integral of $f^*g$ over $r<r_c$. The first half gave
$$\langle T\tilde\psi|T'\tilde\psi'\rangle=\langle\tilde\psi|\tilde\psi'\rangle+\sum_{pq}P_p^*M_{pq}P'_q+\sum_{a\,\rm other}C^a, \tag{4}$$
$$M_{pq}=(\phi_p,\phi'_q)-(\tilde\phi_p,\tilde\phi'_q),$$
where $C^a$ are the other atoms' corrections. For identical datasets $M$ becomes $\Delta S_{pq}=(\phi_p,\phi_q)-(\tilde\phi_p,\tilde\phi_q)$. Recombining core-hole waves, $\bar\phi'_q=\sum_s\phi'_sA_{sq}$ (likewise $\tilde\phi'$, with dual projectors), leaves (4) unchanged: result (c).

For finite sets (4) omits
$$\delta=\sum_pP_p^*(\Delta\phi_p,\rho')+\sum_q(\rho,\Delta\phi'_q)P'_q. \tag{3}$$
Also,
$$\langle\psi|z|\psi'\rangle\simeq\langle\tilde\psi|z|\tilde\psi'\rangle+\sum_{pq}P_p^*\left[(\phi_p,z\phi'_q)-(\tilde\phi_p,z\tilde\phi'_q)\right]P'_q, \tag{5}$$
and, for a core orbital $\phi_c$,
$$\langle\phi_c|T'\tilde\psi'\rangle=\langle\phi_c|\tilde\psi'\rangle+\sum_q(\phi_c,\Delta\phi'_q)P'_q. \tag{6}$$

**Errors (e).** In the sphere $\tilde\psi=\tilde\psi_1+\rho$ and the true orbital is $\psi_1+R$, with $\tilde\psi_1=\sum_p\tilde\phi_pP_p$, $\psi_1=\sum_p\phi_pP_p$. So $T\tilde\psi$ errs by $\rho-R$. The errors of (4) and of the literal product are, respectively,
$$[(\tilde\psi_1,\rho')-(\psi_1,R')]+[(\rho,\tilde\psi'_1)-(R,\psi'_1)]+(\rho,\rho')-(R,R'), \tag{7}$$
$$(\psi_1,\rho'-R')+(\rho-R,\psi'_1)+(\rho,\rho')-(R,R'). \tag{8}$$

**Construction (f).** For each $l$, the radial all-electron wave $u_j$ is the regular solution of $hu_j=\varepsilon_ju_j$ at reference energy $\varepsilon_j$, with potential $v$ in $h$. The smooth $\tilde u_j$ joins it at $r_c$ in value, slope and curvature; $\tilde h$ contains a smooth $\tilde v$ equal to $v$ for $r\ge r_c$. Then
$$\chi_j=(\varepsilon_j-\tilde h)\tilde u_j,\qquad B_{ij}=(\tilde u_i,\chi_j),\qquad \tilde p_i=\sum_j\chi_j(B^{-1})_{ji}.$$
With $\Delta H_{ij}=\varepsilon_j\Delta S_{ij}+B_{ij}$, pseudo orbitals obey
$$\Big[\tilde h+\sum_{ij}|\tilde p_i\rangle\Delta H_{ij}\langle\tilde p_j|\Big]\tilde u
=E\Big[1+\sum_{ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|\Big]\tilde u. \tag{9}$$

**Problem (g).** Let $\Phi_i$ and $\Phi_f$ be normalized $N$-electron determinants of orbitals $i_k$ and $f_j$, each set orthonormal. Express the amplitude $A=\langle\Phi_f|\sum_nz_n|\Phi_i\rangle$ through $S_{jk}=\langle f_j|i_k\rangle$ and $D_{jk}=\langle f_j|z|i_k\rangle$.

**Solution.** Begin with the overlap. Writing both determinants as sums over permutations,
$$
\langle\Phi_f|\Phi_i\rangle=\frac1{N!}\sum_{\sigma,\pi}\operatorname{sgn}\sigma\,\operatorname{sgn}\pi\prod_nS_{\sigma(n)\pi(n)}.
$$
For fixed $\sigma$ set $m=\sigma(n)$ and $\tau=\pi\sigma^{-1}$. The product becomes $\prod_mS_{m\tau(m)}$ and the sign becomes $\operatorname{sgn}\tau$. Each of the $N!$ choices of $\sigma$ gives the same sum over $\tau$, so $\langle\Phi_f|\Phi_i\rangle=\det S$. This step does not need orthonormal orbitals.

The operator $\sum_nz_n$ is symmetric in the electrons. Acting on a product of orbitals it gives a sum of products, each with one orbital $i_k$ replaced by $zi_k$. Because it commutes with antisymmetrization, the same holds for the determinant. The overlap of $\Phi_f$ with the $k$th resulting determinant is $\det S$ with column $k$ exchanged for the numbers $\langle f_j|z|i_k\rangle$. Thus
$$
\boxed{A=\sum_{k=1}^N\det S^{(k)},\qquad S^{(k)}=S\ \text{with column }k\text{ replaced by that of }D.} \tag{10}
$$
The overlaps of the first half enter as $\langle f_j|i_k\rangle=\langle i_k|f_j\rangle^*$.

In the term where $k$ is the emptied core orbital, the core column of $S$ has been replaced. That term contains the core dipole elements and the valence overlaps. In the other terms $z$ acts on a valence electron, and the core column of $S$ remains. They vanish if every final orbital in the determinant is orthogonal to the initial core orbital.

Shifting the origin by $c$ sends $D$ to $D+cS$. Each term of (10) then gains $c\det S$, and $A$ changes by $Nc\det S$. A mean-field amplitude therefore depends on the origin unless the two determinants are orthogonal. Exact eigenstates of one Hamiltonian with different energies are orthogonal, but determinants from two different potentials need not be.

### (h) Take the carbon determinant with $1s,2s,2p_x,2p_y$ in one spin channel and $1s,2s$ in the other. Excite the 1s electron of the second channel to $np'_z$. Find the amplitude.

**Solution.** The final determinant has $1s',2s',2p'_x,2p'_y$ in the first channel and $np'_z,2s'$ in the second. Overlaps and dipole elements between opposite spins vanish, so each determinant in (10) factors into two channels:
$$
A=A_{\rm act}\,\det S_{\rm spec}+\det S_{\rm act}\,A_{\rm spec}.
$$
The label "act" marks the channel that loses its 1s electron, and "spec" marks the other.

In the active channel order the rows as $np'_z,2s'$ and the columns as $1s,2s$. An s orbital has no overlap with a p orbital, and $z$ has no element between two s orbitals. Hence
$$
S_{\rm act}=\begin{pmatrix}0&0\\ s_1&s_2\end{pmatrix},\qquad
D_{\rm act}=\begin{pmatrix}d_1&d_2\\0&0\end{pmatrix},
$$
with
$$
s_1=\langle2s'|1s\rangle,\quad s_2=\langle2s'|2s\rangle,\quad
d_1=\langle np'_z|z|1s\rangle,\quad d_2=\langle np'_z|z|2s\rangle.
$$
The first row of $S_{\rm act}$ is zero, so $\det S_{\rm act}=0$. This removes the term in which $z$ acts in the spectator channel. It also makes the full amplitude independent of the origin. Replacing one column at a time,
$$
A_{\rm act}=\det\begin{pmatrix}d_1&0\\0&s_2\end{pmatrix}+\det\begin{pmatrix}0&d_2\\s_1&0\end{pmatrix}=s_2d_1-s_1d_2. \tag{11}
$$

The first term is direct: the 1s electron goes to $np'_z$ while the 2s electron settles into $2s'$. In the second, the 2s electron goes to $np'_z$ and the 1s electron is projected onto $2s'$. The minus sign comes from exchanging the electrons. Each orbital occurs once in each product, so the relative sign of the terms does not depend on the signs chosen for the orbitals. Without relaxation $s_2=1$ and $s_1=0$, and (11) reduces to the single-electron element $d_1$.

In the spectator channel the s orbitals form one block. The two p orbitals have the same radial overlap and no mutual mixing, so
$$
F=\det S_{\rm spec}=\left[\langle1s'|1s\rangle\langle2s'|2s\rangle-\langle1s'|2s\rangle\langle2s'|1s\rangle\right]\langle2p'|2p\rangle^2. \tag{12}
$$
The full amplitude is $A_n=F(s_2d_1-s_1d_2)$.

### (i) Set up a carbon calculation in which the pseudo orbitals are not simply the partial waves, and evaluate the overlaps.

**Solution.** The atom is placed in a sphere with a hard wall at 12 bohr. Two spherical, spin-restricted and nonrelativistic potentials are made self-consistent in the local-density approximation, with Slater exchange and Vosko–Wilk–Nusair correlation. The initial configuration is $1s^22s^22p^2$. The final potential comes from $1s^12s^22p^2$, so the excited electron does not contribute to it. The radial equations are solved with polynomial spectral elements on three intervals, with 36 Gauss–Lobatto nodes in each.

Both datasets have $r_c=1.2$ bohr and two partial waves for each of s and p. The reference energies are $-0.6$ and $0.4$ hartree for the ground state, and $-1.1$ and $0.1$ hartree for the core hole. The construction is that of (f), with
$$
\tilde u_j=r^{l+1}(c_0+c_1r^2+c_2r^4),\qquad
\tilde v(r)=v(r_c)(r/r_c)^2\quad(r<r_c).
$$
This $\tilde v$ is continuous at $r_c$, which is all that (f) needs for $\chi_j(r_c)=0$, but its slope jumps there, from −2.3 to +2.2 hartree/bohr in the ground state. The radial grid has an element boundary at $r_c$, and a dataset meant for plane waves would need a smoother join. The pseudo orbitals are eigenfunctions of (9) on the same radial grid. The all-electron orbitals come from a separate diagonalization with the full potential.

The initial 2s and 2p energies are $-0.501$ and $-0.199$ hartree, and the final ones are $-1.088$ and $-0.789$ hartree. The final 2s energy happens to lie close to a reference energy, which makes that orbital an easy case. The initial 2p energy is about 0.4 hartree from its nearest reference. Over all seven pseudo orbitals used, the energies from (9) differ from the all-electron ones by at most $1.2\times10^{-5}$ hartree.

Orbital signs are fixed by taking the all-electron radial functions positive at $r_c$. The overlaps are:

| Pair | Smooth product | Formula (4) | All-electron |
|---|---:|---:|---:|
| $2s,2s'$ | 1.0553 | 0.9813 | 0.9813 |
| $2s,3s'$ | −0.1168 | −0.1434 | −0.1434 |
| $2p,2p'$ | 0.8451 | 0.9494 | 0.9494 |
| $2p,3p'$ | −0.2917 | −0.2583 | −0.2583 |
| $2p,4p'$ | −0.1577 | −0.1264 | −0.1264 |

For $2s,2s'$ the matrix term is $0.9813-1.0553=-0.0740$. For $2p,2p'$ it is $0.9494-0.8451=0.1043$. The correction can thus have either sign. The smooth product above 1 does not violate the Cauchy–Schwarz inequality: pseudo orbitals are not normalized in the plain product, and the value shows that at least one of these two has a plain norm above 1.

The largest difference between (4) and the all-electron values in the table is $4\times10^{-6}$. With only the first reference wave for each $l$ it is $2.8\times10^{-3}$, and with the smooth product alone it is about 0.10. The second partial wave removes most of the error left by the first.

The remainder $\delta$ behaves differently from that small error. For $2p,2p'$ it is $-5.6\times10^{-5}$, so the literal product $\langle T\tilde\psi|T'\tilde\psi'\rangle$ is farther from the all-electron value than (4) is. Equations (7) and (8) allow this, because the residuals of the true orbitals can cancel those of the pseudo orbitals in (7). They do not explain why the cancellation is so good here, and the result should not be assumed for other datasets.

Using the ground-state $\Delta S$ in place of $M$ gives 0.9915 for $2s,2s'$ and 0.9149 for $2p,2p'$. The errors relative to the all-electron values are about 0.010 and −0.035. These numbers are for partial waves normalized to $u_j(r_c)=1$ in both datasets. With unit norm in the sphere the substituted values are 0.9844 and 0.9308 instead. Both thus depend on the choice of waves, and the next example again starts from $u_j(r_c)=1$. If the core-hole s waves are recombined with
$$
A=\begin{pmatrix}1&0.4\\-0.3&2\end{pmatrix},
$$
the substituted value for $2s,2s'$ falls by 0.0099, while (4) keeps its value, as shown in (c).

The squares of the p overlaps are the weights of the initial 2p orbital in the final p states:
$$
0.9494^2+0.2583^2+0.1264^2=0.901+0.067+0.016=0.984 .
$$
The final p eigenfunctions in the walled sphere form a complete set for $l=1$, so the missing 0.016 lies in higher states.

### (j) Evaluate the amplitudes for the lowest three final p orbitals. How much does the exchange term matter?

**Solution.** The core overlaps are needed first. The initial 1s orbital has a probability of only $3.3\times10^{-4}$ beyond $r_c$. The two core functions give $\langle1s'|1s\rangle=0.9991$, and (6) gives
$$
s_1=\langle2s'|1s\rangle=0.0269,\qquad \langle1s'|2s\rangle=-0.0225 .
$$
The all-electron values are 0.0269 and −0.0224. The second element has a relative error of about 0.6%, larger than the relative errors of the valence overlaps in the table. Equation (6) uses the literal $T\tilde\psi$, so by (e) its error inside the sphere is $(\phi_c,\rho-R)$, without the pairing of residuals that occurs in (7).

The spectator factor (12) is
$$
F=\left[0.9991\times0.9813-(-0.0225)(0.0269)\right](0.9494)^2
=0.9810\times0.9014=0.884 .
$$
It is common to all $n$. Its square, 0.78, reduces every intensity in this series by the same ratio. The largest part of the reduction comes from the contraction of the two spectator p orbitals.

For the dipole elements, the angular integral between an s orbital and a $p_z$ orbital is
$$
\int Y_{10}\cos\theta\,Y_{00}\,d\Omega=\frac1{\sqrt3},
$$
because $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$. This factor multiplies the radial integral of $r$ between the two radial functions. With (5) for 2s, and (6) with $z$ inserted for 1s, the results in bohr are:

| Final orbital | $d_1$ | $d_2$ | $s_2d_1$ | $-s_1d_2$ | $A_n$ |
|---|---:|---:|---:|---:|---:|
| $2p'$ | 0.1109 | 0.7903 | 0.1088 | −0.0213 | 0.0774 |
| $3p'$ | 0.0312 | −0.4209 | 0.0306 | 0.0113 | 0.0371 |
| $4p'$ | 0.0285 | −0.2749 | 0.0280 | 0.0074 | 0.0313 |

For $2p'$ the arithmetic is
$$
A_2=0.884\,(0.9813\times0.1109-0.0269\times0.7903)
=0.884\,(0.1088-0.0213)=0.0774\ \text{bohr}.
$$
For $3p'$ it is
$$
A_3=0.884\,[0.9813\times0.0312-0.0269\times(-0.4209)]
=0.884\,(0.0306+0.0113)=0.0371\ \text{bohr}.
$$
The same expression evaluated with all-electron orbitals gives 0.0774, 0.0371 and 0.0313 bohr for the three final states.

The core overlap $s_1$ is small, but it multiplies a dipole element $d_2$ that is much larger than $d_1$. The reason for the size of $d_2$ is that the 2s and np orbitals share the outer region of the atom, where $r$ is large, whereas the 1s orbital confines the integral for $d_1$ to small $r$. Relative to the direct term, the exchange term is
$$
-\frac{0.0213}{0.1088}=-20\%,\qquad
\frac{0.0113}{0.0306}=37\%,\qquad
\frac{0.0074}{0.0280}=26\%
$$
for $2p'$, $3p'$ and $4p'$. It lowers the first amplitude and raises the other two, because $d_2$ changes sign while $d_1$ does not.

The change of sign alters relative intensities. At fixed polarization, and apart from the photon-energy factor, intensity is proportional to the squared amplitude. The ratio of $3p'$ to $2p'$ is
$$
\left(\frac{0.0312}{0.1109}\right)^2=0.079
\quad\text{from }d_1\text{ alone},\qquad
\left(\frac{0.0371}{0.0774}\right)^2=0.23
\quad\text{from }A_n .
$$
The factors $F$ and $s_2$ cancel in such a ratio, so with the operator $z$ the difference comes from the exchange term.

This large role of the exchange term belongs to the length form of the dipole operator. For exact eigenstates of one Hamiltonian with a local potential, $[H,\sum_nz_n]=-\sum_n\partial_{z_n}$ shows that $z$ may be replaced by $-\partial_z/\omega$, with $\omega$ the excitation energy. Determinants from two different potentials need not obey this. Equations (10) and (11) hold for either operator. Take $\omega$ as the total-energy difference of the two configurations, 11.08 hartree, plus the energy of the final p orbital. With the same all-electron orbitals the velocity form then gives amplitudes of 0.096, 0.028 and 0.025 bohr. The exchange term is only −0.3%, 1.8% and 1.7% of the direct term, and the ratio of $3p'$ to $2p'$ is 0.084 with it and 0.080 without it. The one-electron element $\langle np'_z|z|1s'\rangle$ gives 0.083. The value 0.23 is therefore not established as the better ratio. The gap between the two forms is an uncertainty of the mean-field model, not of the PAW reconstruction.

These amplitudes are not a predicted carbon spectrum. The final determinant has four singly occupied orbitals with unequal spins and is not an eigenstate of total spin, so multiplet structure is absent. The potentials omit spin polarization and relativity. The core-hole potential comes from five electrons and a nuclear charge of 6, so without the wall it would fall off as $-1/r$ and bind a $4p'$ orbital. The wall raises the energy of this orbital to the positive value 0.009 hartree, and its amplitude belongs to the confined atom. The $3p'$ orbital feels the wall slightly. With the wall at 40 bohr, $A_3$ becomes 0.0360 bohr and $A_4$ only 0.0156 bohr, the exchange share for $4p'$ rises from 26% to 30%, and the intensity ratio of $3p'$ to $2p'$ is 0.22 instead of 0.23. Nor does agreement with the all-electron orbitals test the mean-field model, since both calculations share the same potentials. It measures the PAW reconstruction.

In a molecule or solid the same matrix $M$ applies to the excited atom, with the ordinary $\Delta S$ on the others. The accuracy found here carries over only if the partial waves still represent both sets of orbitals inside the spheres. Final states far above the reference energies, overlapping spheres, or nuclei displaced between the two calculations violate the assumptions behind (4).
